# Fitting Tight-Binding Hoppings Through a Band Crossing: Gradients and State Matching

## A crossing that turns into two flat bands

Take a chain of lattice constant $a$ with two orbitals per cell, s and p, which symmetry forbids to mix. Let their reference bands be

$$E_s=-2t\cos ka,\qquad E_p=+2t\cos ka,\qquad t>0,$$

on $0\le ka\le\pi$. They cross at $ka=\pi/2$. We fit each orbital with a band $e+2h\cos ka$, starting from a model whose s band lies below its p band at every $k$.

If states are paired by energy, the model's s band is compared with the lower reference energy, $-2t|\cos ka|$. That target belongs to s before the crossing and to p after it. It is symmetric about $ka=\pi/2$, while $\cos ka$ is antisymmetric, so least squares gives $h=0$. The constant $e$ is the mean of the target,

$$e=-\frac{2t}{\pi}\int_0^\pi|\cos x|\,dx=-\frac{4t}{\pi}.$$

The p band becomes flat at $+4t/\pi$. The fitted model is still gapped, so the next iteration uses the same pairing and changes nothing. Two dispersive, crossing bands have become two flat ones. Pairing by orbital character instead gives s the target $-2t\cos ka$, and the regression returns $e=0$, $h=-t$.

The true parameters also give zero residual under energy ordering. The ordering does not remove the right solution; it adds wrong ones.

## Model and conventions

The orbitals are orthonormal, s is even and p is odd under inversion about its site, and time reversal allows real hoppings. On-site energies are $e_s,e_p$ and nearest-neighbour hoppings $t_s,t_p$. With Bloch sums carrying the phase $e^{ikja}$ in cell $j$, each orbital has the diagonal element

$$H_{\alpha\alpha}=e_\alpha+t_\alpha(e^{ika}+e^{-ika})=e_\alpha+2t_\alpha\cos ka .$$

Inversion makes the s–p hoppings to the right and left opposite, $v$ and $-v$, and excludes an on-site s–p element. Hence

$$H_{sp}=v e^{ika}-v e^{-ika}=2iv\sin ka,\qquad H_{ps}=-2iv\sin ka .$$

If p points perpendicular to the chain, a mirror containing the chain axis can leave s unchanged and reverse p. It then forces $v=0$ and permits a true crossing. For a real perpendicular p orbital the hopping is normally negative, like the s hopping; a positive $t_p$ belongs to a p orbital along the chain, which does mix with s. The opposite signs used with $v=0$ in the examples here are a choice of convenience. The analysis of the false minimum below needs only $t_s\ne t_p$.

The parameters $p=(e_s,t_s,e_p,t_p,v)$ enter linearly, $H(k)=\sum_i p_iM_i(k)$. For example, $M_{t_s}$ has the single nonzero element $2\cos ka$ in the ss position.

The grid is $x_j=(j+\tfrac12)\pi/N$, $j=0,\dots,N-1$, with $N$ even, so that $ka=\pi/2$ is not sampled. For an integer $0<m<2N$,

$$2\sin\frac{m\pi}{2N}\cos mx_j=\sin\frac{m(j+1)\pi}{N}-\sin\frac{mj\pi}{N}.$$

The sum over $j$ telescopes to $\sin m\pi=0$, so $\sum_j\cos mx_j=0$. In particular $\sum_j\cos x_j=0$ and, for $N\ge2$, $\sum_j\cos^2x_j=N/2$.

## Gradients from eigenvectors

Let $Hu_n=E_nu_n$ with $u_n^\dagger u_n=1$ and $E_n$ nondegenerate. Differentiating $E_n=u_n^\dagger Hu_n$ gives

$$\partial_iE_n=u_n^\dagger(\partial_iH)u_n+(\partial_iu_n)^\dagger Hu_n+u_n^\dagger H\,\partial_iu_n .$$

The last two terms equal $E_n\,\partial_i(u_n^\dagger u_n)=0$. This is the Hellmann-Feynman theorem, and it supplies the Jacobian

$$J_{ni}=\partial_iE_n=u_n^\dagger M_iu_n .$$

No eigenvector derivative is needed. At the generic parameters $(0.1,-0.5,0.3,0.3,0.2)$ eV, these derivatives agree with central differences to $4.4\times10^{-10}$ (they are dimensionless).

Let $T$ be the vector of paired reference energies, $r=E-T$ and $F=\tfrac12\sum r^2$. At fixed pairing $\nabla F=J^Tr$, and the second derivative is $J^TJ+\sum_n r_n\nabla^2E_n$. Gauss-Newton drops the last term, which is small near a good fit, and minimizes $|r+J\Delta p|$.

Linearity simplifies the step. Since $E_n=u_n^\dagger Hu_n=\sum_ip_iJ_{ni}$,

$$r+J\Delta p=Jp-T+J\Delta p=J(p+\Delta p)-T .$$

Each iteration is therefore a linear regression of the paired energies on the current Jacobian. For $v=0$ the eigenvectors are pure orbitals, $J$ is constant, and one regression solves the fixed-pairing problem.

At a degeneracy the diagonal elements $u^\dagger M_iu$ depend on the basis chosen in the degenerate subspace. If $Q$ holds a basis of that subspace, the first-order energy shifts are the eigenvalues of $Q^\dagger\,\delta H\,Q$. At the crossing a small $v$ gives shifts $\pm2|v|$, which have no derivative at $v=0$. Moving the grid off $ka=\pi/2$ avoids this at the reference crossing. The model's own crossing moves during a fit, however, and the problem returns if it lands on a grid point.

## Why a low residual does not reveal the error

Let $a_1\le a_2$ be model energies and $b_1\le b_2$ reference energies at one $k$. The exchanged pairing costs more than the ordered one by

$$(a_1-b_2)^2+(a_2-b_1)^2-(a_1-b_1)^2-(a_2-b_2)^2 .$$

The squares of single energies cancel. The cross terms leave

$$2(a_1b_1+a_2b_2-a_1b_2-a_2b_1)=2(a_2-a_1)(b_2-b_1)\ge0 .$$

At given parameters, ordering thus never has the larger squared residual. Choosing the pairing by its residual would select ordering even where it joins states of different character.

Energies also cannot name the orbitals. The two eigenvalues are

$$E_\pm=\tfrac12(H_{ss}+H_{pp})\pm\sqrt{d^2+4v^2\sin^2ka},\qquad d=\tfrac12(H_{ss}-H_{pp}).$$

Exchanging $(e_s,t_s)$ with $(e_p,t_p)$ reverses $d$ and leaves both energies unchanged. Reversing $v$ also leaves them unchanged. An ordered fit can reach zero residual with the orbital labels interchanged.

## The gapped false minimum

Now allow unequal hoppings but keep $e_s=e_p=e_0$ and $v=0$ in the reference. Define $\bar t=(t_s+t_p)/2$ and $\tau=t_s-t_p\ne0$. The mean of the two bands is $e_0+2\bar t\cos x$, and half their difference is $\tau\cos x$. The ordered energies are

$$b_{1,2}=e_0+2\bar t\cos x\mp|\tau||\cos x| .$$

Start with s below p throughout the grid. The regression functions $1$ and $\cos x$ are orthogonal on the grid, so their coefficients can be found separately. The product $|\cos x|\cos x$ is odd about $\pi/2$ and sums to zero, so both fitted hoppings equal $\bar t$. The constants need

$$c_N=\frac1N\sum_j|\cos x_j|=\frac2N\sum_{j=0}^{N/2-1}\cos x_j .$$

The telescoping identity with $m=1$, stopped halfway, gives $2\sin(\pi/2N)\sum\cos x_j=\sin(\pi/2)=1$. Therefore

$$c_N=\frac1{N\sin(\pi/2N)}\longrightarrow\frac2\pi\quad(N\to\infty),$$

and the on-site energies are $e_0\mp|\tau|c_N$. The false gap $G=2|\tau|c_N$ is the same at every $k$, so the pairing reproduces itself. The residual in either band has magnitude $|\tau|\,\big||\cos x|-c_N\big|$, and

$$r_{\rm rms}^2=\tau^2\left(\tfrac12-2c_N^2+c_N^2\right)=\tau^2\left(\tfrac12-c_N^2\right).$$

With $v$ fixed at zero this is a local minimum, because small changes of the other four parameters keep the gap open and $F$ is a positive definite quadratic there.

Freeing $v$ does not open a downhill direction of $F$. For small $v$ the lower and upper energies shift by $\mp4v^2\sin^2x/G$. The lower residual is $|\tau|(|\cos x|-c_N)$ and the upper one is its negative, so the two bands contribute equally:

$$\delta F=\sum r\,\delta E=\frac{8|\tau|v^2}{G}\sum_j(c_N-|\cos x_j|)\sin^2x_j .$$

On a dense grid the mean of $\sin^2x$ is $1/2$ and that of $|\cos x|\sin^2x$ is $2/(3\pi)$. The mean of the summand is then $1/\pi-2/(3\pi)=1/(3\pi)$. With $8|\tau|/G=4/c_N\to2\pi$, this gives $\delta F/N=2v^2/3>0$ to leading order. Since energies are even in $v$, there are no mixed second derivatives with the other parameters, and the point remains a local minimum of $F$. This curvature comes from the term $\sum_n r_n\nabla^2E_n$ that Gauss-Newton drops, since the $v$ column of $J$ vanishes at $v=0$. The undamped iteration therefore does not settle here once $v$ is free and nonzero. Its first step in $v$ is of order $1/v$: for the parameters of the worked example, $v=0.01$ eV goes to $-8.6$ eV, and the ordered fit has not converged after 300 iterations.

## Matching by eigenvectors

Let $w_n$ be the reference eigenvectors in the same orbital basis, with the same Bloch phases. At each $k$ choose the permutation $\pi$ that maximizes

$$\sum_m O_{m\pi(m)},\qquad O_{mn}=|u_m^\dagger w_n|^2 .$$

The squared modulus removes the arbitrary phase of each eigenvector, but not a different phase convention for the orbitals.

For two bands the rule can be written out. Apart from its mean energy, $H$ is $d\sigma_z+y\sigma_y$ with $y=-2v\sin ka$, because $(\sigma_y)_{sp}=-i$. Let $\mathbf n$ be the unit vector along $(y,d)$. The projectors on the two states are $\tfrac12(1\pm\mathbf n\cdot\boldsymbol\sigma)$. For two states of the same energy rank, the trace of the product of projectors gives

$$O_{11}=O_{22}=\tfrac12(1+\mathbf n\cdot\mathbf n'),$$

where a prime marks the reference. The ordered pairing has total overlap $1+\mathbf n\cdot\mathbf n'$ and the exchanged one $1-\mathbf n\cdot\mathbf n'$. Exchange is chosen when

$$dd'+4vv'\sin^2ka<0 .$$

For $v=v'=0$ this compares orbital order alone. The target of each orbital is then independent of the parameters, and one regression finds the answer from any start that is nondegenerate on the grid.

Where the unmixed reference bands would cross, $d'=0$; the least separation of the mixed bands need not lie exactly at that point. If $v$ and $v'$ have the same sign, the rule keeps energy order there, as it should: the lower band changes character continuously. If their signs differ, the rule exchanges the states in the mixed region. Although energies alone do not fix the sign of $v$, eigenvector matching is sensitive to it.

## Pseudocode

```
input: k grid, matrices M_i(k), reference energies b
       and eigenvectors w, starting parameters p
repeat
    for each k:
        H = sum_i p_i M_i(k)
        E, u = eigensystem(H)
        O[m,n] = |u_m^dagger w_n|^2
        perm = permutation maximizing sum_m O[m,perm(m)]
        for each band m:
            r[k,m] = E[m] - b[perm(m)]
            J[k,m,i] = real(u_m^dagger M_i u_m)
    solve min |r + J dp|
    p = p + dp
until |dp| is below the chosen threshold
      or the iteration limit is reached
recompute E, u and the pairing at the final p
report p, rms residual and mean overlap of paired states
```

For more than two bands the permutation is a linear assignment problem. Degenerate groups should be matched as subspaces, since their individual vectors are arbitrary.

## Cost and numerical stability

For $n$ bands, $N$ points and $P$ parameters, dense diagonalization costs of order $Nn^3$, as does an assignment by a cubic-time algorithm. Dense matrices $M_i$ make the Jacobian cost of order $NPn^3$; sparse hopping matrices reduce it. A dense least-squares solution costs of order $NnP^2$. One diagonalization per $k$ serves all $P$ derivatives, whereas central differences would need $2P$ further ones.

At $v=0$ the columns for $e$ and $t$ of one orbital are $1$ and $2\cos x$. They are orthogonal, with squared norms $N$ and $2N$, so the condition number of the four-column $J$, without mixing, is $\sqrt2$. The mixing column is different:

$$\frac{\partial E_\pm}{\partial v}=\pm\frac{4v\sin^2ka}{\sqrt{d^2+4v^2\sin^2ka}} .$$

Where $d\ne0$ it vanishes in proportion to $v$. A fit started at $v=0$ receives no signal to mix, and one started very near zero may take a huge step. Start from a finite $v$, and if steps grow use $(J^TJ+\lambda D)\Delta p=-J^Tr$ with $\lambda>0$ and a positive diagonal scaling $D$.

The pairing adds a discontinuity. When an overlap match changes, the squared error jumps by $2(a_2-a_1)(b_2-b_1)$ in magnitude. A line search should therefore hold the pairing fixed within a step. A decrease of $F$ is not guaranteed across a change of pairing, so an iteration limit is needed.

## Worked example

Use round model parameters $e_s=e_p=0$, $t_s=-0.5$ eV, $t_p=0.3$ eV, $v=0$ and $N=40$. The reference bands are $-1.0\cos x$ and $0.6\cos x$ in eV. Both pairings are run from the same three starts, with $v$ fixed at zero.

**Displaced crossing.** The start has the correct hoppings but $e_s=-0.1$ eV and $e_p=0.1$ eV. Its band difference is $-0.2-1.6\cos x$ eV, which vanishes at $\cos x=-0.125$ instead of zero. Two grid points lie between the crossings and are misassigned by energy. Ordering nevertheless recovers the reference in three iterations, the last of which confirms convergence. A start close enough to the truth can survive the wrong pairing.

**Reversed hoppings.** The start has zero on-site energies, $t_s=0.2$ eV and $t_p=-0.3$ eV. All 40 points are misassigned by energy. The ordered fit returns $t_s=0.3$ eV and $t_p=-0.5$ eV with zero rms residual to the printed precision. The mean overlap of paired states is 0, which exposes the interchange. Eigenvector matching returns the correct labels.

**Gapped bands.** The start is $(e_s,t_s,e_p,t_p)=(-1,-0.1,1,0.1)$ eV, and 20 points are misassigned. At $x=0.7625\pi$, $\cos x=-0.7343$. The model s energy is

$$-1+2(-0.1)(-0.7343)=-0.8531\ \text{eV}.$$

Its target is $-0.4406$ eV by energy, which is the p state, but $0.7343$ eV by eigenvector. Over the whole grid the starting rms residual is 0.584 eV by order and 1.095 eV by overlap: the wrong pairing looks better.

Here $\tau=-0.8$ eV, $\bar t=-0.1$ eV and $c_{40}=0.63678$. The predicted on-site energies are $\mp0.8\times0.63678=\mp0.5094$ eV, the false gap is 1.019 eV, and

$$r_{\rm rms}=0.8\sqrt{0.5-0.63678^2}=0.246\ \text{eV}.$$

The ordered fit gives these values, with both hoppings equal to $-0.1$ eV and mean overlap 0.5. Displacing this solution by 0.01 eV along each parameter axis, in both senses, and along 200 random directions in the five-parameter space raised the ordered residual every time.

The fit is stationary because its residuals, summed over the grid, are orthogonal to $1$ and $\cos x$ in each band. The same $k$ point shows how differently the other pairing would act. The false s energy is $-0.5094+0.1469=-0.3625$ eV. Its residual is $+0.078$ eV against the ordered target but $-1.097$ eV against the true s state. The two pairings pull the energy in opposite directions. Eigenvector matching from the same gapped start recovers all four reference parameters.

Equal on-site energies are not essential to the trap. With $e_p=0.2$ eV in the reference and the same gapped start, ordering gives $(e_s,t_s,e_p,t_p)=(-0.4132,-0.1635,0.6132,-0.0365)$ eV and an rms residual of 0.242 eV. The mean on-site energy, 0.1 eV, and mean hopping, $-0.1$ eV, are still correct, because the sum of the two energies does not depend on their pairing. The error lies in their differences.

## Missing terms and avoided crossings

A reference from a real solid will rarely be reproduced by nearest-neighbour hoppings alone. Suppose the s band also contains $2t_2\cos2x$ with $t_2=0.05$ eV. On this grid $\cos2x$ is orthogonal to $1$ and $\cos x$, so matched fitting leaves the four parameters unchanged. Its mean square is $2t_2^2$ in the s band and zero in the p band, giving an overall rms residual $t_2=0.05$ eV. A nonzero residual is thus compatible with correct pairing.

Weak mixing acts differently. If the reference has $v'=0.02$ eV but the model omits it, the fitted hoppings are $-0.5005$ and $0.3005$ eV, with an rms residual of 0.005 eV. The mixed region, of width about $2v'/|\tau|=0.05$ in $x$, is narrower than the grid spacing 0.079, so this residual is not converged: it rises to 0.0057 eV at $N=400$, while the hoppings keep the digits shown. Their difference grows because repulsion replaces $|\tau\cos x|$ by $\sqrt{\tau^2\cos^2x+4v'^2\sin^2x}$, which is larger at every grid point. Its projection on $|\cos x|$ therefore raises the fitted $|\tau|$.

For $v'=0.1$ eV the least separation of the reference bands is $4|v'|=0.4$ eV, at $x=\pi/2$. A five-parameter fit started from $(-0.1,-0.4,0.1,0.25,0.2)$ eV recovers the reference in five iterations. At this start

$$dd'+4vv'\sin^2x=0.44\cos^2x+0.08\cos x+0.08\ \text{eV}^2 .$$

The quadratic in $\cos x$ has discriminant $0.0064-0.1408<0$ and is positive, so overlap and energy order agree at the first step. This run supports the nonlinear gradient fit; it does not establish convergence from every start. From the gapped start with $v=0$, the mixing stays zero even though it is free. The hoppings become $-0.510$ and $0.310$ eV, and an rms residual of 0.057 eV remains.

## Use with first-principles bands

The example stands for no particular material. Its hoppings are of tenths of an eV; those between neighbouring valence orbitals in covalent solids are roughly an eV or more. For a fixed ratio of all parameters, the false gap and residual scale with the energy unit.

The assumption most exposed in practice is the common, complete orbital basis. First-principles eigenvectors must be projected onto localized orbitals, and any weight of a state outside the chosen set lowers the sum of its overlaps with the model states. A small sum signals that the orbital set does not describe that state, which no permutation can repair. For nonorthogonal orbitals with overlap matrix $S$, the inner products become $u^\dagger Sw$, the normalization is $u^\dagger Su=1$, and the gradient is $u^\dagger(\partial_iH-E\,\partial_iS)u$. The formulas here apply after orthogonalization.

If the projected reference is complete and orthonormal, $H_{\rm ref}=\sum_nb_nw_nw_n^\dagger$ can be formed directly. If the s–p coupling reaches only nearest neighbours, its element $H_{sp}$ gives $v=\operatorname{Im}H_{sp}/(2\sin ka)$ at any sampled $k$, a start with the correct sign. Longer-range coupling makes this ratio depend on $k$, and at some points even its sign can be wrong. The projection

$$v=\frac{\sum_j\operatorname{Im}H_{sp}(x_j)\sin x_j}{2\sum_j\sin^2x_j}$$

then isolates the nearest-neighbour term, because $\sin x$ and $\sin mx$ are orthogonal on this grid for $1<m<2N-1$. The numerical output below lists the fits, residuals and mean overlaps.

## Computed results

```
parameter order: e_s t_s e_p t_p v, all in eV
k points: 40
reference: 0.0000 -0.5000 0.0000 0.3000 0.0000
largest Hellmann-Feynman minus finite difference: 4.4e-10
displaced start: -0.1000 -0.5000 0.1000 0.3000 0.0000
  k points misassigned by order at start: 2
  order fit: 0.0000 -0.5000 0.0000 0.3000 0.0000
    rms 0.0000 eV, mean overlap 1.000, iterations 3
  overlap fit: 0.0000 -0.5000 0.0000 0.3000 0.0000
    rms 0.0000 eV, mean overlap 1.000, iterations 2
reversed start: 0.0000 0.2000 0.0000 -0.3000 0.0000
  k points misassigned by order at start: 40
  order fit: 0.0000 0.3000 0.0000 -0.5000 0.0000
    rms 0.0000 eV, mean overlap 0.000, iterations 2
  overlap fit: 0.0000 -0.5000 0.0000 0.3000 0.0000
    rms 0.0000 eV, mean overlap 1.000, iterations 2
gapped start: -1.0000 -0.1000 1.0000 0.1000 0.0000
  k points misassigned by order at start: 20
  order fit: -0.5094 -0.1000 0.5094 -0.1000 0.0000
    rms 0.2459 eV, mean overlap 0.500, iterations 2
  overlap fit: 0.0000 -0.5000 0.0000 0.3000 0.0000
    rms 0.0000 eV, mean overlap 1.000, iterations 2
gapped start at ka/pi = 0.7625, lower (s) model state:
  model energy -0.8531 eV
  target by order -0.4406 eV
  target by overlap 0.7343 eV
  rms of whole start by order: 0.5841 eV
  rms of whole start by overlap: 1.0954 eV
tau -0.8000 eV, mean hopping -0.1000 eV
c_N 0.63678, limit 2/pi 0.63662
false gap: fit 1.0189 eV, formula 1.0189 eV
false-minimum rms: formula 0.2459 eV
unequal on-site reference: 0.0000 -0.5000 0.2000 0.3000 0.0000
  order fit from gapped start: -0.4132 -0.1635 0.6132 -0.0365 0.0000
  rms 0.2421 eV
omitted second-neighbour hopping 0.0500 eV:
  overlap fit: 0.0000 -0.5000 0.0000 0.3000 0.0000 rms 0.0500 eV
omitted mixing 0.0200 eV:
  overlap fit: 0.0000 -0.5005 0.0000 0.3005 0.0000 rms 0.0049 eV
  largest parameter bias 0.00048 eV
avoided-crossing reference: 0.0000 -0.5000 0.0000 0.3000 0.1000
  five-parameter start: -0.1000 -0.4000 0.1000 0.2500 0.2000
  five-parameter fit: 0.0000 -0.5000 0.0000 0.3000 0.1000
  rms 7.6e-18 eV, iterations 5
  fit from gapped start with v = 0: 0.0000 -0.5104 0.0000 0.3104 0.0000
  rms 0.0567 eV
```
